\section*{Meta-GGA Kinetic-Energy-Density Terms in PAW Forces and Stress}

\section{Result and conventions}

Let the smooth part of the PAW exchange-correlation energy be
\begin{align}
\tilde E&=\int_\Omega e(N,s,\tau)\,d\mathbf r,\qquad
N=\tilde n+\tilde n_c,\quad s=|\nabla N|^2,\label{energy}\\
\tau&=\tilde\tau+\sum_a t_a(|\mathbf d_a|),\qquad
\tilde\tau=\tfrac12\sum_n f_n|\nabla\tilde\psi_n|^2,
\end{align}
with $\mathbf d_a=\mathbf r-\mathbf R_a$. Here $t_a$ is the pseudo core kinetic-energy density of atom $a$, and sums over atoms in the cell include their periodic images. Define $v_\tau=\partial e/\partial\tau$ and
\begin{equation}
T_{\alpha\beta}=\sum_n f_n\,\mathrm{Re}\,
(\partial_\alpha\tilde\psi_n^*\,\partial_\beta\tilde\psi_n),
\qquad \sum_\alpha T_{\alpha\alpha}=2\tilde\tau .
\end{equation}
The explicit $v_\tau$ contributions to the force and stress are
\begin{align}
\mathbf F_a^{\tau}&=\int v_\tau\,\nabla t_a\,d\mathbf r,\label{force}\\
\Omega\sigma_{\alpha\beta}^{\tau}&=
-\delta_{\alpha\beta}\int v_\tau\tilde\tau\,d\mathbf r
-\int v_\tau T_{\alpha\beta}\,d\mathbf r
+\sum_a\int v_\tau t_a'(d_a)\frac{d_{a\alpha}d_{a\beta}}{d_a}\,d\mathbf r .
\label{stress}
\end{align}
The one-center $v_\tau$ terms enter through the projector derivatives given below. They have no explicit position or strain derivative.

Hartree atomic units are used. Strain $\eta$ is symmetric, and $\delta E=\Omega\sum_{\alpha\beta}\sigma_{\alpha\beta}\eta_{\alpha\beta}$, so tensile stress is positive. Occupations $f_n$ include spin and $k$-point weights and are held fixed. The formulas are written for a spin-unpolarized system; with collinear spin each $\tau$ term is summed over the two channels, each with its own $v_\tau$. Cores are frozen, the orbitals are self-consistent, and $e$ depends neither on the density Laplacian nor on compensation charges. The integer plane-wave indices stay fixed under strain. A calculation that instead keeps the cutoff energy fixed changes its basis and needs a separate basis-set correction.

\section{Orbital variation and one-center terms}

The Hamiltonian must contain the same $v_\tau$ as the forces, since the derivation relies on stationarity. Varying $\tilde\psi_n^*$ in $\tilde\tau$ gives
\begin{equation}
\delta\tilde E_\tau=\tfrac12 f_n\int v_\tau
\nabla\delta\tilde\psi_n^*\cdot\nabla\tilde\psi_n\,d\mathbf r
=f_n\int\delta\tilde\psi_n^*
\left[-\tfrac12\nabla\cdot(v_\tau\nabla\tilde\psi_n)\right]d\mathbf r .
\end{equation}
The surface term cancels by periodicity. Between plane waves $\Omega^{-1/2}e^{i\mathbf k\cdot\mathbf r}$ and $\Omega^{-1/2}e^{i\mathbf k'\cdot\mathbf r}$ the first form gives
\begin{equation}
H^\tau_{\mathbf k\mathbf k'}=\tfrac12\,\mathbf k\cdot\mathbf k'\,
\hat v_\tau(\mathbf k-\mathbf k'),\qquad
\hat v_\tau(\mathbf Q)=\frac1\Omega\int v_\tau e^{-i\mathbf Q\cdot\mathbf r}d\mathbf r .
\end{equation}
Here $\mathbf k$ denotes the full wave vector, including any Bloch vector.

Let $b_{in}=\langle p_i|\tilde\psi_n\rangle$ for the projectors of one atom. Its density matrix is $D_{ij}=\sum_nf_nb_{in}^*b_{jn}$. With real partial waves, the true one-center kinetic-energy density is
\begin{equation}
\tau^1=\tfrac12\sum_{ij}D_{ij}\nabla\phi_i\cdot\nabla\phi_j+\tau_c,
\end{equation}
and the pseudo one follows by replacing $\phi_i,\tau_c$ with $\tilde\phi_i,t_a$. Differentiating the difference of the two one-center energies gives
\begin{equation}
h^\tau_{ij}=\tfrac12\int_{\rm sph}\left(
v_\tau^1\nabla\phi_i\cdot\nabla\phi_j
-\tilde v_\tau^1\nabla\tilde\phi_i\cdot\nabla\tilde\phi_j\right)d\mathbf d .
\label{htau}
\end{equation}
The partial waves, cores and sphere are fixed functions of $\mathbf d$. At constant $D_{ij}$ these integrals therefore keep their value when the atom moves or the cell is strained. The sphere itself is not strained.

\section{Stationarity with a moving overlap}

Let $c_n$ be the plane-wave coefficients, with $c_m^\dagger Sc_n=\delta_{mn}$ and
$S=1+\sum_{a,ij}|p_i\rangle q_{ij}\langle p_j|$. For a parameter $\lambda$,
\begin{equation}
\frac{dE}{d\lambda}=\left.\frac{\partial E}{\partial\lambda}\right|_c
+\sum_nf_n\left(\frac{dc_n^\dagger}{d\lambda}Hc_n+\mathrm{c.c.}\right).
\end{equation}
Insert $Hc_n=\varepsilon_nSc_n$. Differentiating the normalization gives
\begin{equation}
\frac{dc_n^\dagger}{d\lambda}Sc_n+\mathrm{c.c.}
=-c_n^\dagger\frac{\partial S}{\partial\lambda}c_n,
\end{equation}
and hence
\begin{equation}
\frac{dE}{d\lambda}=\left.\frac{\partial E}{\partial\lambda}\right|_c
-\sum_nf_n\varepsilon_n c_n^\dagger\frac{\partial S}{\partial\lambda}c_n .
\label{stationary}
\end{equation}
The response of the orbitals has dropped out. If the Hamiltonian omitted $H^\tau$ or $h^\tau$, the substitution for $Hc_n$ would fail and a response term would in general remain.

Both the one-center energy and $S$ depend on $\lambda$ through $b_{in}$. Let $h_{ij}$ be the complete derivative of the one-center energy with respect to $D_{ij}$, including $h^\tau_{ij}$. The two contributions combine to
\begin{equation}
\left.\frac{dE}{d\lambda}\right|_{\rm proj}
=\sum_n f_n\,2\,\mathrm{Re}\sum_{ij}
(\partial_\lambda b_{in})^*(h_{ij}-\varepsilon_nq_{ij})b_{jn}.
\label{projectors}
\end{equation}
An atomic sum is implied when $\lambda$ is a strain. The factor two comes from varying both projections in the Hermitian forms. In a full PAW energy the compensation charges also make the smooth Hartree energy depend on $D_{ij}$, on position and on strain. This adds a term to $h_{ij}$ and adds explicit derivatives; these contain no $v_\tau$ and are not treated here.

\section{Moving an atom}

At fixed coefficients $\tilde\tau$ does not change when $\mathbf R_a$ moves. The core does:
\begin{equation}
\frac{\partial}{\partial R_{a\alpha}}t_a(|\mathbf r-\mathbf R_a|)
=-\partial_\alpha t_a .
\end{equation}
The energy derivative is $-\int v_\tau\partial_\alpha t_a$, and the minus sign in $F_{a\alpha}=-dE/dR_{a\alpha}$ produces Eq.~\eqref{force}. The core density gives, by the same rule,
\begin{equation}
F_{a\alpha}^{n_c}=\int\left[e_N\partial_\alpha n_a
+\Gamma_\gamma\partial_\gamma\partial_\alpha n_a\right]d\mathbf r,
\qquad \Gamma_\gamma=2e_s\partial_\gamma N,
\end{equation}
where $n_a$ is the pseudo core density of atom $a$, subscripts on $e$ denote partial derivatives, and repeated Cartesian indices are summed.

For the projectors, let $P_i(\mathbf k)=\int p_i^*(\mathbf d)e^{i\mathbf k\cdot\mathbf d}d\mathbf d$. Then
\begin{equation}
b_{in}=\Omega^{-1/2}\sum_{\mathbf k}P_i(\mathbf k)
e^{i\mathbf k\cdot\mathbf R_a}c_{n\mathbf k},
\label{projection}
\end{equation}
so differentiation by $R_{a\alpha}$ inserts $ik_\alpha$. The projector force is minus Eq.~\eqref{projectors}.

Integration by parts gives a useful reading of the core term:
\begin{equation}
\mathbf F_a^\tau=-\int t_a\nabla v_\tau\,d\mathbf r .
\label{average}
\end{equation}
A nonnegative core is pushed toward smaller $v_\tau$, averaged over its own profile. A uniform $v_\tau$ exerts no force.

\section{Straining the cell}

Grid points and atoms move as $\mathbf r\to(1+\eta)\mathbf r$, while wave vectors move as $\mathbf k\to(1+\eta)^{-1}\mathbf k$. Phases $\mathbf k\cdot\mathbf r$ stay fixed. To first order, the factor $\Omega^{-1/2}$ and the wave vector give
\begin{equation}
\delta(\partial_\alpha\tilde\psi_n)=
-\tfrac12\mathrm{tr}(\eta)\,\partial_\alpha\tilde\psi_n
-\eta_{\alpha\beta}\partial_\beta\tilde\psi_n .
\end{equation}
Therefore
\begin{align}
\delta\tilde\tau
&=\sum_nf_n\,\mathrm{Re}\left[\partial_\alpha\tilde\psi_n^*
\,\delta(\partial_\alpha\tilde\psi_n)\right]\nonumber\\
&=-\mathrm{tr}(\eta)\,\tilde\tau-\eta_{\alpha\beta}T_{\alpha\beta}.
\label{dtau}
\end{align}
In the first term, $\frac12\sum_n f_n|\nabla\tilde\psi_n|^2$ has been recognized as $\tilde\tau$. It describes dilution by the larger volume. The second term describes stretched gradients and has no additional factor one half.

The core obeys a different rule. It is a fixed function of distance, and $\delta d_{a\alpha}=\eta_{\alpha\beta}d_{a\beta}$, so
\begin{equation}
\delta t_a=(\partial_\alpha t_a)\eta_{\alpha\beta}d_{a\beta}
=t_a'(d_a)\frac{d_{a\alpha}d_{a\beta}}{d_a}\eta_{\alpha\beta}.
\label{dcore}
\end{equation}
There is no separate dilution term. Multiplication of Eqs.~\eqref{dtau} and \eqref{dcore} by $v_\tau$ and integration give Eq.~\eqref{stress}.

The volume element adds $\mathrm{tr}(\eta)\int e$ once for the whole functional. Since $\delta\tilde n=-\mathrm{tr}(\eta)\tilde n$ and
$\delta(\partial_\alpha\tilde n)=-\mathrm{tr}(\eta)\partial_\alpha\tilde n-\eta_{\alpha\beta}\partial_\beta\tilde n$, the complete smooth exchange-correlation stress at fixed coefficients is
\begin{align}
\Omega\sigma^{xc}_{\alpha\beta}={}&
\delta_{\alpha\beta}\int\left(e-e_N\tilde n
-\Gamma_\gamma\partial_\gamma\tilde n-v_\tau\tilde\tau\right)d\mathbf r
-\int\left(\Gamma_\alpha\partial_\beta\tilde n+v_\tau T_{\alpha\beta}\right)d\mathbf r\nonumber\\
&+\sum_a\int d_{a\beta}\left(e_N\partial_\alpha n_a
+\Gamma_\gamma\partial_\gamma\partial_\alpha n_a
+v_\tau\partial_\alpha t_a\right)d\mathbf r .
\label{fullxc}
\end{align}
Its symmetric part in $\alpha,\beta$ is to be taken. The projector contribution is Eq.~\eqref{projectors} with
\begin{equation}
\frac{\partial b_{in}}{\partial\eta_{\alpha\beta}}
=\Omega^{-1/2}\sum_{\mathbf k}\left[-\tfrac12\delta_{\alpha\beta}P_i
-k_\beta\frac{\partial P_i}{\partial k_\alpha}\right]
e^{i\mathbf k\cdot\mathbf R_a}c_{n\mathbf k},
\end{equation}
again symmetrized. The first term comes from normalization and the second from $\delta k_\alpha=-\eta_{\alpha\beta}k_\beta$.

\section{Limits that fix signs and factors}

\subsection{Uniform $v_\tau$}

Take $e=v\tau$ with constant $v$. The valence energy is $v\int\tilde\tau$. Its volume term $+\delta_{\alpha\beta}v\int\tilde\tau$ cancels the dilution term, leaving $-v\int T_{\alpha\beta}$. This is $v$ times the strain derivative of the smooth kinetic energy, as required.

For the core, integration by parts gives
\begin{equation}
v\int d_{a\beta}\partial_\alpha t_a\,d\mathbf r
=-\delta_{\alpha\beta}v\int t_a\,d\mathbf r .
\end{equation}
This cancels its volume term. A rigid core has constant integrated kinetic energy, so its total stress must vanish in this limit. Adding another $-\delta_{\alpha\beta}\int v_\tau t_a$ would spoil the cancellation.

\subsection{One occupied spatial orbital}

For one real spatial orbital and no core, $n=f\psi^2$, hence
\begin{equation}
T_{\alpha\beta}=\frac{\partial_\alpha n\,\partial_\beta n}{4n},
\qquad \tau=\frac{|\nabla n|^2}{8n}.
\end{equation}
A functional $e=g(\tau)$ can now be treated as a GGA. From the second relation,
\begin{equation}
\Gamma_\alpha=v_\tau\frac{\partial_\alpha n}{4n},\qquad
e_Nn=-v_\tau\tau,\qquad \Gamma_\gamma\partial_\gamma n=2v_\tau\tau .
\end{equation}
The GGA tensor $-\Gamma_\alpha\partial_\beta n$ equals $-v_\tau T_{\alpha\beta}$. Its isotropic part, $-e_Nn-\Gamma_\gamma\partial_\gamma n$, equals $-v_\tau\tau$. Both meta-GGA coefficients are recovered.

\subsection{Uniform scaling of exchange}

A semilocal exchange functional with no fixed length or density scale, such as MS0, SCAN or r$^2$SCAN, satisfies, without a core, $e(\lambda^3N,\lambda^8s,\lambda^5\tau)=\lambda^4e(N,s,\tau)$. Differentiation at $\lambda=1$ gives
\begin{equation}
3Ne_N+8se_s+5\tau v_\tau=4e .
\end{equation}
The trace of the valence terms in Eq.~\eqref{fullxc} is then
\begin{equation}
\int(3e-3Ne_N-8se_s-5\tau v_\tau)d\mathbf r=-E_x .
\label{trace}
\end{equation}
Of the coefficient five, three comes from dilution and two from $T_{\alpha\alpha}=2\tau$. Correlation does not obey this scaling law. Neither do exchange forms that contain a fixed scale, such as the exchange parts of rSCAN, M11-L and MN12-L, so the trace relation does not hold exactly for them.

\section{Implementation}

On a grid with $N_g$ points, replace $\int d\mathbf r$ by $(\Omega/N_g)\sum_{\mathbf r}$ in Eqs.~\eqref{force}, \eqref{stress} and \eqref{fullxc}. Their derivation used pointwise variations, so they differentiate the discrete energy when the core functions and their gradients are evaluated analytically at the grid points. Equation~\eqref{average} involved a continuum integration by parts and can differ from Eq.~\eqref{force} by quadrature error.

If the core is built from Fourier coefficients $\hat t_a(G)/\Omega$, the strain derivative of each coefficient, apart from its fixed phase, is
\begin{equation}
\frac{\partial}{\partial\eta_{\alpha\beta}}\frac{\hat t_a(G)}{\Omega}
=\frac1\Omega\left[-\delta_{\alpha\beta}\hat t_a
-\frac{G_\alpha G_\beta}{G}\hat t_a'(G)\right].
\end{equation}
The bracket is the Fourier transform of $d_\beta\partial_\alpha t_a$. The visible $-\delta_{\alpha\beta}$ term is thus already contained in Eq.~\eqref{dcore}; the real-space and Fourier forms must not be mixed.

The division into smooth-core and one-center contributions depends on the chosen pseudo core. If the partial-wave expansion were complete inside the sphere and the pseudo cores of other atoms vanished there, the smooth energy in the sphere would cancel the pseudo one-center energy for every atomic position. Their derivatives would cancel too. Individual terms should therefore not be read as separate physical forces.

\section{Worked example}

Two model atoms lie at $(0.3,0.2,0.1)$ and $(2.3,1.9,1.3)$ bohr in an orthorhombic cell with edges $6.0$, $6.4$ and $6.8$ bohr. Four electrons occupy two orbitals at $\Gamma$. The wells are $-3.0e^{-0.7d^2}$ and $-2.5e^{-0.7d^2}$ hartree. Each atom has $n_a=0.4e^{-1.5d^2}$ and $t_a=0.6e^{-1.2d^2}$ in atomic units.

The pseudo partial waves are $e^{-0.5d^2}$ and $d_\alpha e^{-0.5d^2}$; the projectors have the same angular forms with exponent $2.0$. Inside $r_c=1.4$ bohr, with $u=1-d^2/r_c^2$, the true partial waves add $0.5u^3$ and $0.5d_\alpha u^3$. The true core adds $2u^3$ to the density and $6u$ to its kinetic-energy density.

The functional is MS0 exchange,
\begin{align}
e&=-\tfrac34(3/\pi)^{1/3}N^{4/3}\left[F_1+f(\alpha)(F_0-F_1)\right],\\
F_j&=1+\kappa-\frac{\kappa}{1+(\mu p+c_j)/\kappa},\qquad
f(\alpha)=\frac{(1-\alpha^2)^3}{1+\alpha^3+\alpha^6},
\end{align}
with $c_1=0$, $c_0=0.28771$, $\kappa=0.29$, $\mu=10/81$,
$p=s/[4(3\pi^2)^{2/3}N^{8/3}]$ and
$\alpha=(\tau-s/8N)/[\frac3{10}(3\pi^2)^{2/3}N^{5/3}]$.

The kinetic and exchange energies include their one-center corrections; the wells act on the smooth density only. Hartree energy, correlation and ion repulsion are omitted. With 123 plane waves, a $15^3$ grid and projector tails outside the spheres, this is a model for checking derivatives, not a converged material calculation. A $25^3$ grid changes the $x$ force below from $0.1499$ to $0.1505$ hartree/bohr and its core $\tau$ part from $0.0128$ to $0.0126$. With 515 plane waves on that grid the core $\tau$ share of the force falls from $8.5\%$ to $6.7\%$, the $xx$ stress falls from $51.8$ to $35.6$ GPa, and the relative error of omitting the core $\tau$ stress rises from $52\%$ to $66\%$. The digits given below belong to the stated basis and grid.

\subsection{Force}

For the first atom, the $x$ components from the well, core density, core kinetic-energy density and projectors add as
\begin{equation}
0.15733-0.00112+0.01280-0.01907=0.14994
\end{equation}
hartree/bohr. The unrounded sum is $0.14993$, or $7.71$ eV/\AA. The core $v_\tau$ force is $8.5\%$ of this total. The one-center $v_\tau$ part, already inside the projector term, is $0.00181$ hartree/bohr, or $1.2\%$.

The integral of one Gaussian core is $0.6(\pi/1.2)^{3/2}=2.54$ hartree. Equation~\eqref{average} then gives a core-averaged $x$ gradient of $v_\tau$ equal to $-0.0128/2.54=-0.0050$ bohr$^{-1}$. This gradient is inferred from the force. Averaging the pointwise gradient of $v_\tau$ over the core instead gives $-0.00335$ bohr$^{-1}$ on the $15^3$ grid and $-0.00485$ bohr$^{-1}$ on a $25^3$ grid, where the inferred value is still $-0.0050$. The quadrature difference between Eqs.~\eqref{force} and \eqref{average} is thus about a third on the coarse grid. It restates the sign of the force: with the field $v_\tau(\mathbf r)$ held fixed, its core-weighted average falls when the core profile is displaced toward $+x$, the side of the second atom. In an actual displacement $v_\tau$ also responds, so this gradient is not the full change of the average.

\subsection{Stress}

The three explicit terms of Eq.~\eqref{stress} give, for $xx$,
\begin{equation}
-0.1073-0.0717-0.2379=-0.4169\ \text{hartree}.
\end{equation}
The complete derivative, with all other smooth terms and the projectors, is
\begin{equation}
1.2638-0.4169-0.3875=0.4594\ \text{hartree}.
\end{equation}
Division by $261.12$ bohr$^3$ gives $1.76\times10^{-3}$ hartree/bohr$^3$, or $51.8$ GPa. Dropping the core $\tau$ term from the final sum would raise this component by $0.2379/0.4594=52\%$, about $27$ GPa. This is the error made by omitting the term, not a net stress of the core: for uniform $v_\tau$ the term cancels against the volume term, and the denominator here is the remainder of larger terms in a model without Hartree energy or ion repulsion.

Here $v_\tau$ is at most $0.0907$ at the points of the $15^3$ grid; a $25^3$ grid samples values up to $0.115$. The core weight $t_a'd_x^2/d$ is nonpositive and integrates to $-2.54$ hartree per atom. Two cores therefore imply a weighted average $v_\tau=0.2379/(2\times2.54)=0.047$. A moderate potential multiplies a large core kinetic energy.

The diagonal gradient terms sum to
\begin{equation}
-0.07172-0.07139-0.07153=-0.21464\ \text{hartree},
\end{equation}
twice the dilution value $-0.10732$ hartree, as $T_{\alpha\alpha}=2\tilde\tau$ requires. For $xy$ there is no dilution. The gradient, core and one-center $v_\tau$ terms add to $0.00203+0.00578+0.00241=0.01022$ hartree, or $4.0\%$ of the total $0.25667$ hartree.

\subsection{Independent checks}

Central differences of reconverged energies, with step $10^{-4}$ in bohr or strain, test all three force components on the first atom and the $xx$, $zz$ and $xy$ strain derivatives. The largest absolute deviations are $8.2\times10^{-10}$ hartree/bohr and $1.1\times10^{-8}$ hartree. The other three strain components come from the formula alone.

Two tests isolate the new terms. Moving the center of $t_a$ while leaving the rest of the atom fixed reproduces its $x$ force, $0.0128$ hartree/bohr. Straining the gradients inside $\tilde\tau$ alone reproduces the $xx$ and $xy$ gradient terms, $-0.0717$ and $0.0020$ hartree.

A further test evaluates Eq.~\eqref{trace} with the valence fields and the cores removed from the functional: the trace is $1.1499$ hartree and $E_x$ is $-1.1499$ hartree. The coefficients of Eq.~\eqref{trace} are inserted directly and the scaling identity holds pointwise for any fields, so this test checks the homogeneity of the functional, not the computed stress components. The full set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
cell edges (bohr): 6.000000 6.400000 6.800000
atom 1 (bohr): 0.300000 0.200000 0.100000
atom 2 (bohr): 2.300000 1.900000 1.300000
well depths (hartree): 3.000000 2.500000
well exponent (bohr^-2): 0.7
pseudo core density amplitude (bohr^-3): 0.4
pseudo core density exponent (bohr^-2): 1.5
pseudo core tau amplitude (hartree/bohr^3): 0.6
pseudo core tau exponent (bohr^-2): 1.2
augmentation radius (bohr): 1.4
partial-wave, projector exponents (bohr^-2): 0.5 2.0
bump amplitudes phi, n, tau (model a.u.): 0.5 2.0 6.0
plane waves, grid points (count): 123 3375
volume (bohr^3): 261.1200
total model energy (hartree): -10.21385424
occupied levels (hartree): -1.062581 -0.815854
gap (hartree): 0.753454
v_tau min, max on grid (dimensionless): 0.000000 0.090716
FORCE ON ATOM 1, x y z (hartree/bohr)
local well: 0.157330 0.130881 0.089427
moving core density: -0.001123 -0.003758 -0.003757
moving core tau: 0.012796 0.013002 0.009755
projectors, all terms: -0.019071 -0.015930 -0.011056
  of which one-center v_tau: 0.001812 0.001568 0.001130
total, formula: 0.149932 0.124194 0.084369
total, finite difference: 0.149932 0.124194 0.084369
largest deviation: 8.2e-10
core tau alone, finite difference x: 0.012796
total force (eV/angstrom): 7.709834 6.386323 4.338434
STRAIN DERIVATIVE, xx yy zz yz xz xy (hartree)
tau dilution: -0.107318 -0.107318 -0.107318 -0.000000 -0.000000 -0.000000
v_tau gradient products: -0.071720 -0.071388 -0.071529 0.001256 0.001498 0.002033
core tau: -0.237857 -0.247291 -0.258338 0.004680 0.004035 0.005782
projectors, all terms: -0.387487 -0.390691 -0.393067 -0.009070 -0.011226 -0.016451
  of which one-center v_tau: 0.039454 0.039561 0.039349 0.001341 0.001686 0.002409
all other terms: 1.263830 1.229587 1.195146 0.146224 0.184016 0.265301
total, formula: 0.459448 0.412900 0.364894 0.143089 0.178323 0.256665
total, finite difference xx zz xy: 0.459448 0.364894 0.256665
largest deviation: 1.1e-08
gradient products alone, fin. diff. xx xy: -0.071720 0.002033
stress xx yy zz yz xz xy (GPa): 51.767096 46.522397 41.113487 16.122170 20.092102 28.919043
valence-only exchange energy (hartree): -1.149934
valence-only strain trace (hartree): 1.149934
finite-difference step (bohr or strain): 0.0001
\end{verbatim}
